# Zero-field splitting of a triplet exciton from spin-spin dipolar coupling: verification in Python

```python
"""Zero-field splitting of a triplet exciton from spin-spin dipolar coupling.

Result under test:  H = S.D.S  with
  D_ab = (C/2) * integral of t_ab(r1-r2) * [h(1)^2 e(2)^2 - h(1)e(1)h(2)e(2)],
  t_ab = (r^2 delta_ab - 3 r_a r_b)/r^5,   C = mu0 g^2 muB^2 / (4 pi),
h = hole orbital, e = electron orbital (real, orthonormal).  For localized
spins a distance R apart the axial parameter tends to -3C/(2R^3).
Splittings are in MHz, lengths in angstrom unless a name says bohr.
"""
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import erf
from pyscf import gto, scf

BOHR = const.physical_constants["Bohr radius"][0] * 1e10
g_factor = const.physical_constants["electron g factor"][0]
mu_B = const.physical_constants["Bohr magneton"][0]
C = const.mu_0 / (4 * np.pi) * (g_factor * mu_B) ** 2 / const.h * 1e24
C_bohr = C / BOHR**3                      # MHz bohr^3
MHZ_PER_CM = const.c * 100 / 1e6          # MHz in one inverse centimetre
print(f"dipolar constant C = {C:.2f} MHz A^3")
print(f"point-dipole constant -3C/2 = {-1.5 * C:.2f} MHz A^3")

# ---- Spin algebra and closed shells: explicit four-electron Fock space ----
half = 0.5 * np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
root = 1 / np.sqrt(2)
spin1 = np.array([
    root * np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]]),
    root * np.array([[0, -1j, 0], [1j, 0, -1j], [0, 1j, 0]]),
    np.diag([1, 0, -1])], dtype=complex)


def spin_hamiltonian(tensor):
    return np.einsum("ab,aij,bjk->ik", tensor, spin1, spin1)


def fock_space_test():
    """Two valence (0,1) and two conduction (2,3) orbitals, random couplings."""
    rng = np.random.default_rng(7)
    n_so = 8
    lower, parity = np.array([[0., 1.], [0., 0.]]), np.diag([1., -1.])
    ann = []
    for j in range(n_so):
        m = np.eye(1)
        for k in range(n_so):
            m = np.kron(m, parity if k < j else lower if k == j else np.eye(2))
        ann.append(m)
    ann = np.array(ann)
    ground = np.zeros(2**n_so)
    ground[0] = 1
    for j in range(4):
        ground = ann[j].T @ ground
    amp = rng.normal(size=(2, 2))
    amp /= np.linalg.norm(amp)
    spin_lower = sum(ann[2 * p + 1].T @ ann[2 * p] for p in range(4))
    plus = sum(amp[v, c] * ann[2 * (c + 2)].T @ (ann[2 * v + 1] @ ground)
               for v in range(2) for c in range(2))
    zero = spin_lower @ plus / np.sqrt(2)
    minus = spin_lower @ zero / np.sqrt(2)
    # random t[a,b,p,r,q,s] = (pr|t_ab|qs) with the symmetries of real orbitals
    t = rng.normal(size=(3, 3, 4, 4, 4, 4))
    for perm in [(1, 0, 2, 3, 4, 5), (0, 1, 3, 2, 4, 5),
                 (0, 1, 2, 3, 5, 4), (0, 1, 4, 5, 2, 3)]:
        t = t + t.transpose(perm)
    trace = np.einsum("aaprqs->prqs", t)
    t = t - np.einsum("ab,prqs->abprqs", np.eye(3), trace) / 3
    pairs = []
    for state in (plus, zero, minus):
        once = np.einsum("rxy,y->rx", ann, state)
        pairs.append(np.einsum("sxy,ry->rsx", ann, once))
    kernel = np.einsum("abprqs,amn,bkl->pmqkrnsl", t, half, half, optimize=True)
    h_full = np.zeros((3, 3), complex)
    for i in range(3):
        for j in range(3):
            gamma = np.einsum("pqx,rsx->pqrs", pairs[i], pairs[j], optimize=True)
            h_full[i, j] = 0.5 * np.sum(kernel * gamma.reshape((4, 2) * 4))
    o, u = slice(0, 2), slice(2, 4)
    direct = np.einsum("vc,wd,abcdwv->ab", amp, amp, t[:, :, u, u, o, o])
    exchange = np.einsum("vc,wd,abcvwd->ab", amp, amp, t[:, :, u, o, o, u])
    h_model = spin_hamiltonian(0.5 * (direct - exchange))
    assert np.abs(h_model).max() > 0.1
    error = np.abs(h_full - h_model).max()
    assert error < 1e-10
    return error


print(f"Fock-space test, largest deviation = {fock_space_test():.1e} (no unit)")


# ---- Dipolar integrals over Gaussian orbitals ----
def second_derivative(mol, p, q, r, s):
    """Integral of d_a d_b[pq](1) * (1/r12) * [rs](2); orbital=(shells, coeffs)."""
    def block(name, i, j):
        v = mol.intor(name, comp=9, shls_slice=i[0] + j[0] + r[0] + s[0])
        return (v @ s[1] @ r[1] @ j[1] @ i[1]).reshape(3, 3)
    cross = block("int2e_ipvip1", p, q)
    return (block("int2e_ipip1", p, q) + block("int2e_ipip1", q, p)
            + cross + cross.T)


def traceless(m):
    return m - np.eye(3) * np.trace(m) / 3


def zfs_parts(mol, h, e):
    """Direct and exchange parts of D in MHz, and traces before removal."""
    direct = -0.5 * C_bohr * second_derivative(mol, h, h, e, e)
    exchange = -0.5 * C_bohr * second_derivative(mol, h, e, h, e)
    traces = np.trace(direct), np.trace(exchange)
    return traceless(direct), traceless(exchange), traces


# ---- Solvable pair of s Gaussians, exponent a, separation R ----
a = 1.0


def damping(u):
    top = erf(u) - 2 * u / np.sqrt(np.pi) * (1 + 2 * u**2 / 3) * np.exp(-u**2)
    return top / (1 - np.exp(-u**2))


def axial_formula(R):
    return -1.5 * C / R**3 * damping(np.sqrt(a) * R)


def axial_quadrature(R):
    """Average of t_zz over the squared antisymmetric relative function."""
    x, wx = np.polynomial.legendre.leggauss(400)
    c, wc = np.polynomial.legendre.leggauss(200)
    top = R + 8 / np.sqrt(a)
    r, wr = 0.5 * top * (x + 1), 0.5 * top * wx
    r, c = r[:, None], c[None, :]
    chi = (np.exp(-a * (r**2 + R**2 - 2 * r * R * c) / 2)
           - np.exp(-a * (r**2 + R**2 + 2 * r * R * c) / 2))
    weight = wr[:, None] * wc[None, :] * chi**2
    t_zz = np.sum(weight * (1 - 3 * c**2) / r) / np.sum(weight * r**2)
    return 1.5 * (C / 2) * t_zz


print(f"Gaussian pair: exponent a = {a:.1f} A^-2")
for R in (0.5, 1.0, 2.0, 3.0, 4.0, 6.0):
    reference = axial_quadrature(R)
    assert abs(axial_formula(R) / reference - 1) < 1e-7
    Rb = R / BOHR
    pair = gto.M(atom=[["H", (0, 0, -Rb / 2)], ["H", (0, 0, Rb / 2)]],
                 unit="Bohr", basis={"H": [[0, [a * BOHR**2, 1.0]]]}, verbose=0)
    S = pair.intor("int1e_ovlp")[0, 1]
    even = np.array([1, 1]) / np.sqrt(2 * (1 + S))
    odd = np.array([1, -1]) / np.sqrt(2 * (1 - S))
    left, right = (even + odd) * root, (even - odd) * root
    Jd, Kd, _ = zfs_parts(pair, ((0, 2), even), ((0, 2), odd))
    Jl, Kl, _ = zfs_parts(pair, ((0, 2), left), ((0, 2), right))
    for J, K in ((Jd, Kd), (Jl, Kl)):
        assert abs(1.5 * (J - K)[2, 2] / reference - 1) < 1e-6
    print(f" R = {R:.1f} A: D = {reference:.2f} MHz, point dipole "
          f"{-1.5 * C / R**3:.2f} MHz, F = {damping(np.sqrt(a) * R):.5f}")
# the loop ends at the largest separation, where the two orbital choices differ most
share_even_odd = Jd[2, 2] / (Jd - Kd)[2, 2]
share_local = Jl[2, 2] / (Jl - Kl)[2, 2]
assert abs(share_even_odd - 0.5) < 1e-3 and abs(share_local - 1) < 1e-5
print(f" direct share of D at {R:.1f} A, even/odd orbitals = {share_even_odd:.5f}")
print(f" direct share of D at {R:.1f} A, localized orbitals = {share_local:.5f}")
D_limit = -4 * C * a**1.5 / (5 * np.sqrt(np.pi))
assert abs(axial_quadrature(0.02) / D_limit - 1) < 1e-3
R99 = brentq(lambda R: damping(np.sqrt(a) * R) - 0.99, 1, 5)
print(f" limit of D at R -> 0 = {D_limit:.1f} MHz")
print(f" F reaches 0.99 at R = {R99:.3f} A")

# ---- Ethylene: molecular plane yz, C=C along y, normal along x ----
cc, ch, angle = 1.33, 1.09, 120.0
yc = cc / 2
yh = yc - ch * np.cos(np.radians(angle))
zh = ch * np.sin(np.radians(angle))
carbons = np.array([[0, -yc, 0], [0, yc, 0]]) / BOHR
hydrogens = np.array([[0, sy * yh, sz * zh] for sy in (-1, 1)
                      for sz in (-1, 1)]) / BOHR
ethylene = gto.M(atom=[["C", tuple(x)] for x in carbons]
                 + [["H", tuple(x)] for x in hydrogens],
                 unit="Bohr", basis="6-31g", verbose=0)
mf = scf.RHF(ethylene)
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
n_occ = ethylene.nelectron // 2
frontier = mf.mo_coeff[:, [n_occ - 1, n_occ]]
is_px = np.array(["px" in label for label in ethylene.ao_labels()])
assert np.abs(frontier[~is_px]).max() < 1e-5      # both are pure pi orbitals
# pi orbitals live on carbon functions only, so the integrals need only those
carbon_basis = gto.M(atom=[["C", tuple(x)] for x in carbons], unit="Bohr",
                     basis="6-31g", verbose=0)
n_shell, n_ao = carbon_basis.nbas, carbon_basis.nao
pi, pi_star = frontier[:n_ao, 0], frontier[:n_ao, 1]
J, K, traces = zfs_parts(carbon_basis, ((0, n_shell), pi), ((0, n_shell), pi_star))
assert abs(traces[0]) > 1 and abs(traces[0] - traces[1]) < 1e-5 * abs(traces[0])
D_tensor = J - K
assert np.abs(D_tensor - np.diag(np.diag(D_tensor))).max() < 0.01
principal = np.linalg.eigvalsh(D_tensor)
levels = np.linalg.eigvalsh(spin_hamiltonian(D_tensor))
assert np.allclose(levels, np.sort(-principal), atol=1e-6)
px, py, pz = principal[np.argsort(np.abs(principal))]
D_par, E_par = 1.5 * pz, 0.5 * (px - py)
gaps = np.sort([levels[1] - levels[0], levels[2] - levels[1], levels[2] - levels[0]])
expected = np.sort([2 * abs(E_par), abs(D_par) - abs(E_par), abs(D_par) + abs(E_par)])
assert np.allclose(gaps, expected, atol=1e-6)
print(f"ethylene, RHF/6-31G: C=C {cc:.2f} A, C-H {ch:.2f} A, HCC {angle:.0f} deg")
print(f" total energy = {mf.e_tot:.6f} hartree")
for name, k in (("x (normal)", 0), ("y (C=C)", 1), ("z (in plane)", 2)):
    print(f" {name}: direct {J[k, k]:.1f}, minus exchange {-K[k, k]:.1f}, "
          f"D_kk {D_tensor[k, k]:.1f} MHz")
print(f" contact trace: direct {traces[0]:.1f}, exchange {traces[1]:.1f} MHz")
print(f" D = {D_par:.1f} MHz = {D_par / MHZ_PER_CM:.5f} cm^-1")
print(f" E = {E_par:.1f} MHz = {E_par / MHZ_PER_CM:.5f} cm^-1")
print(" levels = " + ", ".join(f"{x:.1f}" for x in levels) + " MHz")
print(" transitions = " + ", ".join(f"{x:.1f}" for x in gaps) + " MHz")

# ---- Cofacial charge-transfer triplet: hole on A, electron on B ----
r1 = carbon_basis.intor("int1e_r")
r2 = carbon_basis.intor("int1e_rr").reshape(3, 3, n_ao, n_ao)
M = np.zeros((3, 3))                      # summed covariance, bohr^2
for orb in (pi, pi_star):
    mean = np.einsum("aij,i,j->a", r1, orb, orb)
    M += np.einsum("abij,i,j->ab", r2, orb, orb) - np.outer(mean, mean)
print("stack along x: summed second moments M_x, M_y, M_z = "
      + ", ".join(f"{x * BOHR**2:.4f}" for x in np.diag(M)) + " A^2")

coef_D, coef_E, exchange_size = {}, {}, {}
for R in (3.5, 5.0, 7.0, 10.0, 20.0, 40.0):
    Rb = R / BOHR
    sites = np.vstack([carbons, carbons + np.array([Rb, 0, 0])])
    dimer = gto.M(atom=[["C", tuple(x)] for x in sites], unit="Bohr",
                  basis="6-31g", verbose=0)
    overlap = pi @ dimer.intor("int1e_ovlp")[:n_ao, n_ao:] @ pi_star
    assert abs(overlap) < 1e-6
    J, K, _ = zfs_parts(dimer, ((0, n_shell), pi), ((n_shell, 2 * n_shell), pi_star))
    tensor = J - K
    axial = 1.5 * tensor[0, 0]
    rhombic = 0.5 * (tensor[1, 1] - tensor[2, 2])
    point = -1.5 * C / R**3
    exchange_size[R] = np.linalg.norm(K)
    coef_D[R] = (axial / point - 1) * Rb**2
    coef_E[R] = rhombic * Rb**5 / (-0.75 * C_bohr)
    print(f" R = {R:.1f} A: D = {axial:.4f}, point {point:.4f}, exchange part "
          f"{-1.5 * K[0, 0]:.1e} MHz, ratio {axial / point:.4f}")
assert exchange_size[7.0] / exchange_size[3.5] < 2.0**-9
assert abs(coef_D[40.0]) / (40 / BOHR) ** 2 < 0.02     # inverse cube law reached

# remove the next inverse-square term from the coefficients at 20 and 40 A
tail_D = (4 * coef_D[40.0] - coef_D[20.0]) / 3
tail_E = (4 * coef_E[40.0] - coef_E[20.0]) / 3
moment_D = 3 * (2 * M[0, 0] - M[1, 1] - M[2, 2])
moment_E = M[1, 1] - M[2, 2]
assert abs(tail_D - moment_D) < 0.05 and abs(tail_E - moment_E) < 0.05
print(f" 3(2M_x-M_y-M_z): from D {tail_D * BOHR**2:.4f}, "
      f"from moments {moment_D * BOHR**2:.4f} A^2")
print(f" M_y-M_z: from rhombic part {tail_E * BOHR**2:.4f}, "
      f"from moments {moment_E * BOHR**2:.4f} A^2")

print("every check passed")
```

Printed output:

```
dipolar constant C = 52041.02 MHz A^3
point-dipole constant -3C/2 = -78061.52 MHz A^3
Fock-space test, largest deviation = 5.5e-15 (no unit)
Gaussian pair: exponent a = 1.0 A^-2
 R = 0.5 A: D = -22237.61 MHz, point dipole -624492.19 MHz, F = 0.03561
 R = 1.0 A: D = -18629.31 MHz, point dipole -78061.52 MHz, F = 0.23865
 R = 2.0 A: D = -8386.80 MHz, point dipole -9757.69 MHz, F = 0.85951
 R = 3.0 A: D = -2883.00 MHz, point dipole -2891.17 MHz, F = 0.99718
 R = 4.0 A: D = -1219.70 MHz, point dipole -1219.71 MHz, F = 0.99999
 R = 6.0 A: D = -361.40 MHz, point dipole -361.40 MHz, F = 1.00000
 direct share of D at 6.0 A, even/odd orbitals = 0.50000
 direct share of D at 6.0 A, localized orbitals = 1.00000
 limit of D at R -> 0 = -23488.8 MHz
 F reaches 0.99 at R = 2.734 A
ethylene, RHF/6-31G: C=C 1.33 A, C-H 1.09 A, HCC 120 deg
 total energy = -78.002753 hartree
 x (normal): direct -572.6, minus exchange 3161.4, D_kk 2588.8 MHz
 y (C=C): direct -2356.4, minus exchange -4386.3, D_kk -6742.7 MHz
 z (in plane): direct 2929.0, minus exchange 1224.9, D_kk 4154.0 MHz
 contact trace: direct 29503.7, exchange 29503.7 MHz
 D = -10114.1 MHz = -0.33737 cm^-1
 E = -782.6 MHz = -0.02610 cm^-1
 levels = -4154.0, -2588.8, 6742.7 MHz
 transitions = 1565.2, 9331.5, 10896.7 MHz
stack along x: summed second moments M_x, M_y, M_z = 1.4740, 1.6521, 0.4913 A^2
 R = 3.5 A: D = -1884.7855, point -1820.6769, exchange part 1.4e+01 MHz, ratio 1.0352
 R = 5.0 A: D = -665.3527, point -624.4922, exchange part 1.7e-02 MHz, ratio 1.0654
 R = 7.0 A: D = -236.8812, point -227.5846, exchange part 3.4e-08 MHz, ratio 1.0408
 R = 10.0 A: D = -79.7877, point -78.0615, exchange part 6.9e-21 MHz, ratio 1.0221
 R = 20.0 A: D = -9.8153, point -9.7577, exchange part 0.0e+00 MHz, ratio 1.0059
 R = 40.0 A: D = -1.2215, point -1.2197, exchange part 0.0e+00 MHz, ratio 1.0015
 3(2M_x-M_y-M_z): from D 2.4136, from moments 2.4135 A^2
 M_y-M_z: from rhombic part 1.1608, from moments 1.1608 A^2
every check passed
```
